# High-Frequency Hysteresis of an Ideal Current-Driven Memristor, part 1

(Sections cited here and not found follow in the second part.)

## The area law and its conditions

### What dimensions and symmetry fix

An ideal memristor is a resistor whose resistance $M$ depends on the charge $q$ that has passed through it:

$$v=M(q)\,i,\qquad \frac{dq}{dt}=i. \tag{1}$$

Let the current be $i=I_0\sin\omega t$, with its amplitude $I_0$ held fixed as the angular frequency $\omega$ is changed, and let $q=q_0$ at $t=0$. During the half-cycle with $i>0$ the point $(i,v)$ leaves the origin and returns to it, tracing one lobe of the hysteresis loop. Its signed area $A$ is the integral of $v$ over $i$ along this path.

The form of $A$ at high frequency follows almost entirely from units. The current is imposed, so $q(t)$ does not depend on $M$, and $A$ is a linear functional of the function $M(q)$. If $M$ is expanded in powers of $q-q_0$, each derivative $M^{(n)}(q_0)$ contributes separately, with a factor built from $I_0$ and $\omega$ alone. The area has the unit $\Omega\,\mathrm{A^2}$, and $M^{(n)}$ has the unit $\Omega/\mathrm{C}^n$. The factor must therefore have the unit $\mathrm{A^2\,C}^n=\mathrm{A}^{n+2}\,\mathrm{s}^n$, which leaves one possibility:

$$A_n=k_n\,M^{(n)}(q_0)\,\frac{I_0^{\,n+2}}{\omega^{n}}, \tag{2}$$

where $k_n$ is a pure number. For $n=0$ the device is an ordinary resistor. The point goes out and back along the same straight line, so $k_0=0$. The first term that can survive is $n=1$, and it is proportional to $M'(q_0)I_0^3/\omega$.

This argument leaves three things open: whether $k_1$ differs from zero, what its value is, and whether the neglected terms are really small. The calculation below settles them. It gives $k_1=-2/3$, so that

$$A=-\frac{2}{3}\,\frac{I_0^3M'(q_0)}{\omega}+O(\omega^{-2}). \tag{3}$$

For this result $M$ is assumed to be twice continuously differentiable near $q_0$. When $M'(q_0)\neq0$, the area vanishes inversely with frequency.

### The charge swing

Write $\theta=\omega t$. Integrating the current from the start gives

$$q=q_0+\int_0^t I_0\sin\omega t'\,dt'=q_0+\frac{I_0}{\omega}(1-\cos\theta). \tag{4}$$

It is convenient to name the charge amplitude and the midpoint of the swing:

$$a=\frac{I_0}{\omega},\qquad q_c=q_0+a,\qquad q=q_c-a\cos\theta. \tag{5}$$

The charge moves between $q_0$ and $q_0+2a$. At fixed $I_0$ this interval shrinks as $1/\omega$, because a faster current reverses before much charge has passed. The memristor then explores an ever smaller part of its curve $M(q)$ and behaves more and more like a fixed resistor. This is the physical origin of the closing loop.

The condition of fixed current amplitude matters. If the charge amplitude $a$ were held fixed instead, $I_0=\omega a$ would grow with frequency, the device would explore the same range of $M$ at every frequency, and the loop would not close.

### The area as an integral

Along the lobe $di=I_0\cos\theta\,d\theta$, and $\theta$ runs from $0$ to $\pi$. Hence

$$A=\int v\,di=I_0^2\int_0^\pi M(q_c-a\cos\theta)\,\sin\theta\cos\theta\,d\theta. \tag{6}$$

With $i$ on the horizontal axis and $v$ on the vertical axis, this sign convention makes $A$ positive for a lobe traced clockwise. Substitute $x=\cos\theta$. Then $dx=-\sin\theta\,d\theta$, and the limits become $1$ and $-1$. The minus sign restores the usual order of the limits:

$$A=I_0^2\int_{-1}^{1}x\,M(q_c-ax)\,dx. \tag{7}$$

A constant $M$ gives zero because $x$ is odd. To make the dependence on the slope explicit, introduce the weight

$$W(x)=\frac{1-x^2}{2},\qquad W'(x)=-x,\qquad W(\pm1)=0. \tag{8}$$

Replace $x$ in equation (7) by $-W'$ and integrate by parts. The boundary term vanishes because $W$ is zero at both ends. The derivative of $M(q_c-ax)$ with respect to $x$ is $-aM'(q_c-ax)$. Therefore

$$A=I_0^2\int_{-1}^{1}W(x)\,\frac{d}{dx}M(q_c-ax)\,dx=-I_0^2a\int_{-1}^{1}W(x)\,M'(q_c-ax)\,dx. \tag{9}$$

No approximation has been made. The signed area is a weighted average of the slope $M'$ over the charge swing, multiplied by $-I_0^2a$ and by the total weight

$$\int_{-1}^{1}W(x)\,dx=\frac12\left(2-\frac23\right)=\frac23. \tag{10}$$

The weight is largest at the middle of the swing, where the current is largest, and zero at the ends, where the current is zero.

### The leading term and its remainder

In equation (9) the argument of $M'$ is $q_0+a(1-x)$. Let $S_2$ be the largest value of $|M''|$ between $q_0$ and $q_0+2a$. By the mean value theorem,

$$|M'(q_0+a(1-x))-M'(q_0)|\le a(1-x)S_2. \tag{11}$$

Replace $M'$ in equation (9) by the constant $M'(q_0)$. By equation (10) this gives $-(2/3)I_0^2aM'(q_0)$. The error of the replacement is at most

$$I_0^2a^2S_2\int_{-1}^{1}(1-x)W(x)\,dx=\frac23I_0^2a^2S_2, \tag{12}$$

because $xW(x)$ is odd and drops out. With $a=I_0/\omega$,

$$\left|A+\frac23\frac{I_0^3M'(q_0)}{\omega}\right|\le\frac23\frac{I_0^4S_2}{\omega^2}. \tag{13}$$

As $\omega$ increases the charge interval shrinks toward $q_0$, so $S_2$ stays bounded. This proves equation (3). In particular, $\omega A$ tends to $-(2/3)I_0^3M'(q_0)$.

The sign can be read from the motion. Suppose $M'<0$, so that the passing charge lowers the resistance. While the current grows, the resistance is still high. When the same current is reached again on the way down, the resistance is lower. The outward branch lies above the return branch, the lobe is traced clockwise, and $A$ is positive, as equation (3) says.

### A better reference point

The remainder is smaller if the slope is taken at the midpoint $q_c$. Assume that $M$ has a continuous third derivative. Taylor's theorem gives

$$M'(q_c-ax)=M'(q_c)-axM''(q_c)+\frac{a^2x^2}{2}M'''(\xi), \tag{14}$$

where $\xi$ lies in the charge interval and depends on $x$. In equation (9) the second term is multiplied by the even weight $W$ and integrates to zero. The third term needs

$$\int_{-1}^{1}\frac{x^2}{2}W(x)\,dx=\frac14\int_{-1}^{1}(x^2-x^4)\,dx=\frac14\left(\frac23-\frac25\right)=\frac1{15}. \tag{15}$$

If $S_3$ is the largest $|M'''|$ in the interval, then

$$\left|A+\frac23\frac{I_0^3M'(q_c)}{\omega}\right|\le\frac{I_0^5S_3}{15\,\omega^3}. \tag{16}$$

As the interval shrinks, $M'''(\xi)$ approaches $M'''(q_c)$, so the first correction to the midpoint formula is $-I_0^5M'''(q_c)/(15\omega^3)$. Relative to the midpoint formula itself it is

$$\frac{a^2M'''(q_c)/15}{(2/3)M'(q_c)}=\frac{a^2M'''(q_c)}{10\,M'(q_c)}. \tag{17}$$

Equations (13) and (16) agree with each other. The midpoint itself moves with frequency, and $M'(q_c)=M'(q_0)+aM''(q_0)+O(a^2)$. Inserting this in the midpoint formula gives

$$A=-\frac23\frac{I_0^3M'(q_0)}{\omega}-\frac23\frac{I_0^4M''(q_0)}{\omega^2}+O(\omega^{-3}). \tag{18}$$

The term in $\omega^{-2}$ therefore expresses the displacement of the midpoint from the starting charge. It is absent if the midpoint is held fixed while the frequency is changed.

### From signed area to geometric area

A signed area can vanish by cancellation, so it must be connected to the area that one sees. Each current between $0$ and $I_0$ occurs twice, once on the way up with $\cos\theta=c$ and once on the way down with $\cos\theta=-c$, where $c=\sqrt{1-i^2/I_0^2}$. By equation (5), the voltage difference between the two branches is

$$\Delta v=i\,[M(q_c-ac)-M(q_c+ac)],\qquad A=\int_0^{I_0}\Delta v\,di. \tag{19}$$

The geometric area is the integral of $|\Delta v|$. If $M$ is monotonic over the charge swing, $\Delta v$ does not change sign, and the geometric area equals $|A|$. When $M'(q_0)\ne0$, continuity of $M'$ guarantees a neighbourhood of $q_0$ in which $M$ is monotonic. The charge swing lies inside it once $\omega$ is high enough. The inverse-frequency law then holds for the geometric area too.

To leading order equation (19) gives $\Delta v=-2a\,i\,c\,M'(q_c)$. With $i=I_0\sin\theta$ and $c=\cos\theta$, the product $ic=(I_0/2)\sin2\theta$ has the maximum $I_0/2$, reached at $i=I_0/\sqrt2$. The largest separation of the branches is

$$|\Delta v|_{\max}=\frac{|M'(q_c)|I_0^2}{\omega}. \tag{20}$$

The lobe keeps its length along the current axis and becomes thin in proportion to $1/\omega$.

At lower frequency $M$ may turn around within the swing. Take $M=R+K(z^3-z/4)$ with $z=(q-q_c)/a$ and positive constants $R$ and $K$. Then $\Delta v=-2Ki(c^3-c/4)$, which changes sign at $c=1/2$. From $i^2=I_0^2(1-c^2)$ one has $i\,di=-I_0^2c\,dc$, so

$$|A|=2KI_0^2\int_0^1\left(c^4-\frac{c^2}{4}\right)dc=2KI_0^2\left(\frac15-\frac1{12}\right)=\frac{7}{30}KI_0^2. \tag{21}$$

The part from $c=0$ to $1/2$ contributes $1/160-1/96=-1/240$ to the integral. Counting it as positive adds $2/240$, and the geometric area becomes $2KI_0^2(7/60+1/120)=KI_0^2/4$. It exceeds $|A|$ by the factor $30/28\approx1.07$.

### The second lobe

Replace $\theta$ by $2\pi-\theta$. The cosine, and with it $q$ and $M$, is unchanged, while the sine changes sign. Both $i$ and $v$ are reversed, so the second lobe is the first one reflected through the origin. It is traversed in the opposite order. Reflection through a point keeps the sense of circulation, but reversing the order changes it. The second lobe thus has signed area $-A$. The integral of $v\,di$ over a full cycle is zero, although the total geometric area is $2|A|$ for monotonic $M$.

### Where the law changes

If $M'(q_0)=0$ but $M''(q_0)\neq0$, the first term of equation (18) is absent and the area falls as $\omega^{-2}$ at fixed $q_0$. "Inversely with frequency" therefore requires a non-zero initial slope. Without this condition, equation (3) is still true, but it gives an upper limit on the order of the area and not its actual decay.

A finite initial slope is also needed. Let $M=R+K\sqrt{(q-q_0)/Q}$ for $q\ge q_0$, with $Q$ a constant charge. The slope is infinite at the start. Equation (7), with $q-q_0=a(1-x)$ and $u=1-x$, gives

$$A=I_0^2K\sqrt{\frac aQ}\int_0^2(1-u)\sqrt u\,du=-\frac{4\sqrt2}{15}\,\frac{KI_0^{5/2}}{\sqrt{Q\omega}}. \tag{22}$$

The integral is $2^{3/2}(2/3-4/5)=-4\sqrt2/15$. This lobe closes as $\omega^{-1/2}$, more slowly than that of a smooth memristor.

## A thin-film example and the limits of the ideal model

The symbols carried over are the current $i=I_0\sin\theta$ with $\theta=\omega t$, the charge amplitude $a=I_0/\omega$, the starting charge $q_0$ and the midpoint $q_c=q_0+a$. The signed area of the lobe with $i>0$ is $A\approx-(2/3)I_0^3M'/\omega$, with the slope $M'$ taken at $q_0$ or, more accurately, at $q_c$. The frequency in hertz is $f=\omega/2\pi$.

### A smooth memristance from moving vacancies

Consider an oxide film of thickness $D$ in which mobile vacancies make a fraction $x$ of the thickness more conducting. The material constants below are borrowed roughly from cuprous oxide, Cu$_2$O, in which copper vacancies supply holes, but the drift law is a model and is not derived for that oxide. Let the film have resistance $R_{\rm on}$ when $x=1$ and $R_{\rm off}$ when $x=0$. The two parts are in series, so

$$M=R_{\rm on}x+R_{\rm off}(1-x)=R_{\rm off}-\Delta R\,x,\qquad \Delta R=R_{\rm off}-R_{\rm on}. \tag{23}$$

Keeping $R_{\rm on}$ fixed while $x$ changes assumes that the vacancy density in the conducting part stays the same, so vacancies must enter or leave through an electrode. The conducting part has length $xD$ and carries the voltage $R_{\rm on}x\,i$, so its field is $R_{\rm on}i/D$. The boundary is taken to move at the ion mobility $\mu$ times this field. This needs a resistive part that holds no mobile vacancies and conducts by other means. In general, conservation of vacancies gives the speed $\mu(N_1E_1-N_2E_2)/(N_1-N_2)$, where $N_1,E_1$ and $N_2,E_2$ are the vacancy densities and fields in the conducting and resistive parts. If the conductivity were proportional to the vacancy density in both parts, as when the vacancies are the only source of holes, $NE$ would be the same on both sides and the current would not move the boundary at all. A factor $4x(1-x)$ is added by assumption: it equals one at mid-film and stops the boundary at the electrodes. The sign of $i$ is chosen so that positive current enlarges the conducting part. Then

$$D\frac{dx}{dt}=\frac{\mu R_{\rm on}i}{D}\,4x(1-x). \tag{24}$$

Divide by $D$ and by $i=dq/dt$:

$$\frac{dx}{dq}=\frac{x(1-x)}{Q_s},\qquad Q_s=\frac{D^2}{4\mu R_{\rm on}}. \tag{25}$$

Since $1/[x(1-x)]=1/x+1/(1-x)$, integration gives $\ln[x/(1-x)]=q/Q_s$, with the zero of charge placed at $x=1/2$. Thus $x=1/(1+e^{-q/Q_s})$ is a smooth function of $q$, and the device is an ideal memristor. Let $u=x(1-x)$. Differentiating equation (23) repeatedly with the help of equation (25) gives

$$M'=-\frac{\Delta R\,u}{Q_s},\quad M''=-\frac{\Delta R\,u(1-2x)}{Q_s^2},\quad M'''=-\frac{\Delta R\,u(1-6u)}{Q_s^3}. \tag{26}$$

The last form uses $(1-2x)^2=1-4u$.

At fixed current amplitude, the lobe area of a smooth ideal memristor vanishes inversely with frequency when the initial slope $M'(q_0)$ is not zero, and the thin-film model supplies such a smooth $M(q)$. It remains to put numbers to one film and to examine what the ideal model leaves out, including stray capacitance, relaxation, heating and non-ohmic conduction.
